The linear E × e vibronic problem and the Ham relation

**Definitions and conventions**

A deep level with an orbital doublet |x>, |y> is coupled linearly to one pair of degenerate vibrations with coordinates Q1, Q2 and momenta P1, P2. All other electronic states and vibrations are left out. Energies are in units of ħω and coordinates are dimensionless, so [Q1, P1] = [Q2, P2] = i. The circular electronic states are

|+> = (|x> + i|y>)/√2,  |-> = (|x> - i|y>)/√2,

with σ_+ = |+><-|, σ_- = |-><+| and σ_z = |+><+| - |-><-|. Multiplying out gives

σ_x = σ_+ + σ_- = |x><x| - |y><y|,
σ_y = -iσ_+ + iσ_- = |x><y| + |y><x|.

Thus σ_x and σ_y are the two strain-like operators (type E), while σ_z is of type A2. For a doublet that behaves like p_x, p_y about an axis, σ_z is the orbital angular momentum along that axis, and this case is meant below. For the e_g pair of d orbitals in cubic symmetry, all components of the orbital angular momentum vanish within the doublet. There p still reduces A2 operators, but no first-order spin-orbit term exists. With Q_± = Q1 ± iQ2 = ρ e^(±iφ), the Hamiltonian is

H = (P1² + P2² + Q1² + Q2²)/2 + k(Q1 σ_x + Q2 σ_y)
  = (P1² + P2² + Q1² + Q2²)/2 + k(Q_- σ_+ + Q_+ σ_-).

The two forms agree because Q_- σ_+ + Q_+ σ_- = Q1(σ_+ + σ_-) + Q2(-iσ_+ + iσ_-).

The square of Q1 σ_x + Q2 σ_y is ρ², so the potential sheets are ρ²/2 ± kρ. The lower one has its minimum at ρ = k, with energy -k²/2. The Jahn-Teller energy, measured in ħω, is therefore

S = E_JT/(ħω) = k²/2.

The zero of energy is the point where the sheets touch, and H includes the zero-point energy 1 of the two vibrations.

**The conserved half-integer**

Let L = Q1 P2 - Q2 P1 be the vibrational angular momentum. Then [L, Q_±] = ±Q_± and [σ_z/2, σ_±] = ±σ_±. In Q_- σ_+ the vibration loses one unit and σ_z/2 gains one; in Q_+ σ_- the reverse happens. Hence

j = L + σ_z/2

commutes with H. L is an integer, so j is a half-integer.

To use this in a number basis, take Q1 = (a1 + a1†)/√2, likewise for Q2, and define

a_+ = (a1 - i a2)/√2,  a_- = (a1 + i a2)/√2.

These are independent oscillators, since [a_+, a_-†] = (1 - 1)/2 = 0. With n_± = a_±† a_±, the vibrational energy is n_+ + n_- + 1 and L = n_+ - n_-. Adding a_+† = (a1† + i a2†)/√2 to a_- gives

Q_+ = a_+† + a_-,  Q_- = a_+ + a_-†.

Basis states are written |±; n_+, n_->.

**Two states by hand**

Start from |+; 0,0>, which has j = 1/2. The term kQ_- σ_+ gives zero on it, because σ_+ annihilates |+>. The other term gives

kQ_+ σ_- |+; 0,0> = k|-; 1,0>.

If only these two states are kept, the matrix of H is

[ 1  k ]
[ k  2 ].

Its lower eigenvalue is

E0 = 3/2 - √(1/4 + k²).

Write the eigenvector as c0|+; 0,0> + c1|-; 1,0> with c0² + c1² = 1. The matrix equals 3/2 times the unit matrix, minus σ_z/2, plus an off-diagonal part k. It acts like a field of components (k, -1/2), and the lower state points against that field, so

p = <σ_z> = c0² - c1² = (1/2)/√(1/4 + k²) = 1/√(1 + 4k²).

Now take E_JT = 90 meV and ħω = 60 meV. These are round model parameters and stand for no particular material. Then S = 90/60 = 1.5 and k² = 3, so

E0 = (3 - √13)/2 = -0.3028,  p = 1/√13 = 0.2774.

The degenerate partner with j = -1/2 is found by exchanging |+> with |-> and n_+ with n_-:

Ψ_- = c0|-; 0,0> + c1|+; 0,1>.

A strain-like operator connects the two partners. Since σ_+ annihilates the second term,

q = <Ψ_+|σ_+|Ψ_-> = c0² = (1 + p)/2 = 0.6387.

The last step uses c0² + c1² = 1 and c0² - c1² = p. The numbers p and q are called reduction factors: they multiply the bare effects of σ_z and of σ_x, σ_y within the ground doublet. The link q = (1 + p)/2 between them is the Ham relation. It is already present in a matrix of two rows, although neither E0 nor p is yet accurate.

**Lengthening the chain**

Acting on |-; 1,0>, the coupling gives

kQ_- σ_+ |-; 1,0> = k|+; 0,0> + k|+; 1,1>.

The first term leads back and the second is new. From |+; 1,1> the operator a_+† produces √2|-; 2,1>, while a_- leads back to |-; 1,0>. With four states the matrix is

[ 1   k   0    0  ]
[ k   2   k    0  ]
[ 0   k   3   k√2 ]
[ 0   0  k√2   4  ].

For k² = 3 the off-diagonal elements are 1.732, 1.732 and 2.449. The lowest eigenvalue drops to -0.8173 and p to 0.0987. The two-state value of p was almost four times the converged one, 0.0713, so the short chain shows the structure but not the numbers.

For any j > 0 set l = j - 1/2. The basis states of the block are

s = 2m:   |+; l+m, m>,
s = 2m+1: |-; l+m+1, m>,  m = 0, 1, 2, ...

In the first line L = l and σ_z/2 = 1/2; in the second L = l + 1 and σ_z/2 = -1/2. Both give j = l + 1/2, and no other states do. The total number of quanta is l + s, so each total from l upward occurs once. As Q_± changes the total by one, the block is tridiagonal:

H(s,s) = l + s + 1,
H(2m, 2m+1) = k√(l+m+1),
H(2m+1, 2m+2) = k√(m+1).

The first off-diagonal element comes from a_+† acting on l+m quanta, the second from a_-† acting on m quanta. Blocks with negative j follow by reflection and have the same eigenvalues.

**The algorithm**

1. Choose k = √(2E_JT/(ħω)) and j, and set l = |j| - 1/2.
2. Fill the diagonal and off-diagonal for s = 0, ..., N-1.
3. Find the lowest eigenvalue E0 and its normalised eigenvector c_s.
4. For j = 1/2 compute p = Σ_s (-1)^s c_s², since even s carries |+> and odd s carries |->. Then q = (1 + p)/2, which is the total weight on even s.
5. Increase N until both E0 and p have settled to the accuracy wanted.

Each longer chain contains the shorter one, so by the variational principle E0 cannot rise with N. No such principle protects p, which must be watched separately. In the example, p is 0.0744 at N = 6, 0.07147 at N = 8 and 0.07128 at N = 12.

The chain length needed grows with coupling. An oscillator displaced to ρ = k holds about k²/2 = S quanta on average, and the chain must reach well beyond that number. For an absolute error in p below 10⁻⁶, N = 12 is enough at S = 1.5 and N = 25 at S = 10. At S = 10, p itself is only 7.4 × 10⁻⁴, so a relative criterion is the safer choice there.

**Why the Ham relation holds**

Write the j = 1/2 state as

Ψ_+ = F|+> + G|->,

where F and G are vibrational functions with L = 0 and L = 1. Let R reverse the sign of Q2. It exchanges Q_+ and Q_-, while σ_x exchanges σ_+ and σ_-. The product Rσ_x therefore commutes with H and changes j to -j. The partner state is

Ψ_- = Rσ_x Ψ_+ = RF|-> + RG|+>.

Inside the doublet, σ_z has the diagonal elements

<Ψ_+|σ_z|Ψ_+> = ||F||² - ||G||² = p,  <Ψ_-|σ_z|Ψ_-> = -p.

Its off-diagonal element contains <F|RG> and <G|RF>. These vanish because the values of L differ: 0 against -1, and 1 against 0. For the E-type operators,

<Ψ_+|σ_+|Ψ_-> = <F|RF> = q,
<Ψ_+|σ_-|Ψ_-> = <G|RG> = 0,

the second because L = 1 meets L = -1. Diagonal elements of σ_x and σ_y contain <F|G>, which vanishes too. Within the doublet, σ_z thus acts as p times a Pauli matrix, and σ_x and σ_y act as q times theirs.

A function with L = 0 depends on ρ alone, and reversing Q2 leaves ρ unchanged. Hence RF = F and q = ||F||². Normalisation, ||F||² + ||G||² = 1, gives ||F||² = (1 + p)/2, so

q = (1 + p)/2.

The proof uses j, R and normalisation, but not the accuracy of F and G. A cut in the total number of quanta respects both symmetries, so the relation holds at every N. **Agreement with the Ham relation is therefore no evidence of convergence.** If q is computed separately from the two partners with such a cut, a violation beyond rounding does reveal an error in the code, but agreement does not prove that the Hamiltonian is right. A cut that breaks the conservation of j, such as separate limits on the quanta of Q1 and Q2, can itself cause a violation. At k² = 3 it is 8 × 10⁻⁵ for equal limits of 3, but about 0.1, with opposite signs for σ_x and σ_y, for limits of 3 and 5.

A sharper test needs a calculation that knows nothing about j. Diagonalising H on a real-space grid in Q1 and Q2, with the real states |x> and |y>, and extracting p and q separately from the ground pair gives p = 0.07128 and q = 0.53564. The difference q - (1 + p)/2 is of order 10⁻¹⁵. The ten lowest grid levels match the chain levels to about 10⁻¹¹ ħω.

The argument belongs to j = ±1/2. For j = 3/2, F has L = 1 and RF has L = -1, so the E-type element between the partners vanishes although <σ_z> = 0.079. That the ground level has |j| = 1/2 is not proved here. It was checked against j = 3/2, 5/2 and 7/2 at 60 couplings from S = 0.05 to 20.

**Weak coupling**

For j = 1/2 the first rows of the eigenvalue equation, with c0 set to 1 before normalisation, are

(E0 - 1) = k c1,
(E0 - 2)c1 = k + k c2,
(E0 - 3)c2 = k c1 + k√2 c3.

To leading order the second row gives c1 = -k. The first then gives E0 = 1 - k², and the third gives c2 = k²/2, since E0 - 3 ≈ -2 and c3 is of order k³. Putting these back into the second row,

c1 = -(k + k³/2)/(1 + k²) ≈ -k(1 - k²/2).

The weight on |-> is c1² ≈ k² - k⁴. Dividing by the norm, 1 + k² to the order needed, leaves k² - 2k⁴. Since p is one minus twice this weight,

p ≈ 1 - 2k² + 4k⁴,  q ≈ 1 - k² + 2k⁴.

In terms of S the leading forms are p ≈ 1 - 4S and q ≈ 1 - 2S: orbital angular momentum is quenched twice as fast as the response to strain. At k = 0.02 the expansion predicts (1 - p)/(2k²) = 1 - 2k² = 0.9992, which is the computed value.

**Strong coupling**

For fixed j, L = j - σ_z/2, and so

L² = j² + 1/4 - jσ_z.

Taking the factors e^(i(j∓1/2)φ) out of the |±> components turns the coupling into kρσ_x. The radial Hamiltonian is

-(1/2)(d²/dρ² + (1/ρ)d/dρ) + ρ²/2 + (j² + 1/4)/(2ρ²) - jσ_z/(2ρ²) + kρσ_x.

On the lower sheet σ_x = -1, and σ_z has no average there. Writing the radial function as u/√ρ removes the first derivative and adds -1/(8ρ²), so the angular energy becomes j²/(2ρ²). The radial motion about ρ = k has unit frequency and zero-point energy 1/2. To this order,

E ≈ -k²/2 + 1/2 + j²/(2k²).

The levels are those of a rotor in the circular trough, with half-integer j. At S = 10 and j = 1/2 this gives -10 + 0.5 + 0.00625 = -9.4938, against the computed -9.4932.

The term -jσ_z/(2ρ²) mixes the sheets. For j = 1/2 and ρ = k its matrix element between them is -1/(4k²), and the upper sheet lies 2k² higher. First-order perturbation theory gives an upper-sheet amplitude of 1/(8k⁴). The average of σ_z is twice that:

p ≈ 1/(4k⁴) = 1/(16S²),  q ≈ 1/2 + 1/(8k⁴).

So p tends to zero while q tends to 1/2. In the trough the electronic state turns with the distortion. The angular momentum of the orbital is lost, but half of the strain response survives.

The radial spread gives a correction. With the local gap 2kρ, p is the average of 1/(4kρ³), and the variance of ρ is 1/2. Expanding ρ⁻³ about k to second order gives the factor 1 + 6(1/2)/k² = 1 + 3/k². This estimate ignores radial motion on the upper sheet. It predicts 4k⁴p = 1.0208 at k = 12 and 1.0052 at k = 24; the computed values are 1.0213 and 1.0052.

**Reading the worked example**

At S = 1.5 the converged results are

E0 = -0.91894 ħω = -55.14 meV,  p = 0.0713,  q = 0.5356.

Without coupling the ground energy would be +60 meV, so the coupling lowers it by 115.1 meV, which is more than E_JT = 90 meV. The strong-coupling formula shows why: motion around the trough has almost no zero-point energy, whereas without coupling that motion would hold ħω/2 = 30 meV. The formula leaves j²/(2k²) = 1/24 of ħω, or 2.5 meV, a saving of 27.5 meV; the computed lowering exceeds E_JT by 25.1 meV.

The first excitation, from j = 1/2 to j = 3/2, lies at 21.35 meV (172.2 cm⁻¹), far below ħω. The rotor formula gives (9/4 - 1/4)/(2k²) = 1/3 of ħω, or 20 meV, about 6% below the computed value. For p the same limit is poor: 1/(16S²) = 0.028 is well under half of 0.0713. An energy can thus look close to its strong-coupling form while a reduction factor does not.

Let the bare spin-orbit term be (λ/2)σ_z, for one fixed spin projection, and the bare strain term (δ/2)σ_x, with λ = δ = 2 meV. To first order the ground doublet splits by

pλ = 0.07128 × 2 meV = 0.1426 meV,
qδ = 0.53564 × 2 meV = 1.0713 meV.

Two equal bare splittings now differ by a factor of 7.5. Diagonalisation with each term included gives 0.1426 meV and 1.0706 meV. The strain result is 0.06% below first order. There is no second-order correction to this splitting: σ_x changes j by ±1, and two such steps cannot lead from 1/2 to -1/2, while the second-order shifts of the two partners are equal by reflection. The first correction is cubic in δ. The first-order use of p and q requires bare splittings small compared with the excitation energies of the levels that the perturbation mixes in. For strain these include the j = 3/2 level at 21 meV, well below ħω. The operator σ_z conserves j, so spin-orbit coupling mixes in only higher levels with the same j.

**When equality fails**

Suppose several modes couple, or H contains the quadratic term (g/2)(Q_+² σ_+ + Q_-² σ_-). Let R now reverse Q2 in every mode. Assume that the ground level is still the doublet that grows out of j = ±1/2; this is not proved here. The doublet then has the form above. With several modes the total L is 0 in F and 1 in G. With the quadratic term, which changes j by ±3, these values hold up to multiples of 3. The matrix elements that vanished before still vanish, and q = <F|RF> stands. What may fail is RF = F. From

||F - RF||² = 2||F||² - 2<F|RF>

it follows that

q = (1 + p)/2 - ||F - RF||²/2 ≤ (1 + p)/2.

With two modes, F can contain one + quantum in mode 1 and one - quantum in mode 2, or the reverse. Let the frequencies be ω1, ω2 and the couplings k1, k2, all in the same energy unit. Second-order perturbation theory gives the two amplitudes

k1 k2/[ω1(ω1+ω2)] and k1 k2/[ω2(ω1+ω2)],

because the + quantum is created first, at an energy cost of ω1 or ω2. They differ unless the frequencies are equal. For frequencies 1 and 2 with both couplings 1, which is beyond weak coupling, the computed q is 0.6171 while (1 + p)/2 is 0.6209.

For equal frequencies, a rotation among the modes leaves a single coupled mode with k² = k1² + k2². Couplings 0.6 and 0.8 give k = 1, and the computed p = 0.2970 and q = 0.6485 are those of the single mode at S = 0.5. Equality is restored.

With quadratic coupling, F acquires parts with L = 3 and L = -3 of unequal size. At k = 1 and g = 0.2 the result is q = 0.63498 against (1 + p)/2 = 0.63505. The shortfall, 0.00007, equals ||F - RF||²/2 computed from the wavefunction.

In these two cases the shortfall is below 1% of q. If p and q are inferred from measured splittings, they must be taken in the limit of vanishing perturbation. With the quadratic term j is conserved only up to multiples of 3, so two steps of σ_x do connect the partners and the strain splitting has a term in δ². At k = 1, g = 0.2 and |δ| = ħω/30 the splitting divided by |δ| is 0.6387 for positive δ and 0.6307 for negative δ, on either side of (1 + p)/2 = 0.6350. In the limit of vanishing perturbation, a value of q above (1 + p)/2 cannot be explained by adding such modes or such a quadratic term, as long as the ground level remains this doublet. It would point to something outside the model, such as bare splittings that were wrongly assumed, or another electronic state to which strain couples the doublet directly. Mere weight w on another state works the other way: normalisation then gives ||F||² = (1 + p - w)/2, which lowers the bound on q. The full set of values is in the numerical output below.

Computed results

```
Input: hbar*omega = 60.0 meV, E_JT = 90.0 meV
Input: bare spin-orbit 2.0 meV, bare strain splitting 2.0 meV
S = E_JT/(hbar omega) = 1.500, k = 1.732051 (dimensionless)
j=1/2 diagonal (hbar omega): 1.0 2.0 3.0 4.0 5.0 6.0
j=1/2 off-diagonal (hbar omega): 1.73205 1.73205 2.44949 2.44949 3.00000
Chain length N, E0 (hbar omega), p, q:
    2  -0.30277564  0.27735010  0.63867505
    4  -0.81730153  0.09869345  0.54934672
    6  -0.90850432  0.07443232  0.53721616
    8  -0.91837770  0.07147444  0.53573722
   12  -0.91893887  0.07127899  0.53563950
   16  -0.91893921  0.07127885  0.53563943
   24  -0.91893921  0.07127885  0.53563943
Converged E0 = -0.91893921 hbar omega = -55.1364 meV
Converged p = 0.07127885, q = 0.53563943
Grid: p = 0.07127885, q = 0.53563943
Grid: q - (1+p)/2 = -2.3e-15
Largest grid-chain difference, 10 levels: 1.4e-11 hbar omega
First excitation j=1/2 to 3/2: 21.3523 meV = 172.22 cm^-1
Pair j=+-3/2: <s_z> = 0.078519, E-type element = 1.9e-12
Spin-orbit splitting: p*lambda = 0.14256 meV, direct 0.14256 meV
Strain splitting: q*delta = 1.07128 meV, direct 1.07062 meV
S, E0 (hbar omega), p, q, N needed for p to 1e-6:
    0.1  0.815955  0.711820  0.855910  6
    0.5  0.233031  0.297017  0.648509  8
    1.0  -0.368930  0.137212  0.568606  10
    1.5  -0.918939  0.071279  0.535639  12
    2.5  -1.961001  0.023217  0.511609  14
    5.0  -4.485003  0.003698  0.501849  18
   10.0  -9.493221  0.000738  0.500369  25
|j|=1/2 lowest at 60 couplings, S = 0.05 to 20.0
Weak coupling k=0.02: (1-p)/(2k^2) = 0.99920
Strong coupling k=12: 4 k^4 p = 1.02132
Strong coupling k=24: 4 k^4 p = 1.00524
Quadratic case k=1.0, g=0.2: p = 0.270090, q = 0.634978
  (1+p)/2 = 0.635045, |F-RF|^2/2 = 0.000067
Two modes, frequencies 1 and 2, couplings 1 and 1: p = 0.24172
  q = 0.61713, (1+p)/2 = 0.62086
Two equal modes, couplings 0.6 and 0.8: p = 0.297017, q = 0.648509
```
